# The Asaro–Tiller–Grinfeld instability of a stressed film, part 2

A stressed film with a free surface can lower its energy by forming ripples. Elastic relaxation releases energy, while the extra surface costs energy. The film, of mean thickness $h_0$, is coherently bonded to a thick substrate with the same Young modulus $E$ and Poisson ratio $\nu$. The axis $z$ points out of the solid, tension is positive, and a prime on $h$ means $d/dx$. The surface height, measured from the mean surface $z=0$, is $h=a\cos kx$, with $ka\ll1$ and $a<h_0$.

In the biaxial film the elastic strain is $e_0$ along both $x$ and $y$, the flat stress is $\sigma_0=Ee_0/(1-\nu)$ and the energy density is $w_0=\sigma_0e_0$. The surface energy $\gamma$ is taken as independent of orientation, strain and film thickness. The atomic volume is $\Omega$, and $\mu$ is the chemical potential of an atom at the surface. The symbol $\delta$ marks first-order changes caused by the ripple.

Part I found the stress changes

$$\delta\sigma_{xz}=\sigma_0h'=-\sigma_0ka\sin kx,\qquad
\delta\sigma_{zz}=0\qquad(z=0),$$

$$\delta\sigma_{yy}=\nu(\delta\sigma_{xx}+\delta\sigma_{zz}),\qquad
\delta\sigma_{xx}\big|_{z=0}=-2\sigma_0ka\cos kx .$$

The energy density at the surface, $w$, changes by

$$\delta w=-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ka\cos kx .$$

The chemical potential changes by

$$\delta\mu=\Omega\gamma k(k-k_c)\,a\cos kx,\qquad
k_c=\frac{2(1+\nu)w_0}{\gamma},\qquad
\lambda_c=\frac{2\pi}{k_c}.$$

Ripples with $k<k_c$ lower the energy. The ripple energy per area is

$$f=\tfrac14\gamma k(k-k_c)a^2
=\tfrac14\gamma k^2a^2-\tfrac12(1+\nu)w_0ka^2 ,$$

where the last term is the elastic energy released. Finite-element (FE) solutions on the true wavy shape serve as checks; in their output, $U$ is the elastic energy per area.

The model film of Part I has $E=100$ GPa, $\nu=0.25$, $e_0=0.02$ and $\gamma=1$ J/m², which give $\sigma_0=2.667$ GPa and $w_0=5.333\times10^7$ J/m³. Its thickness is $h_0=5$ nm.

### A film strained along one direction

The prefactor changes with the loading. Suppose the film is strained by $e_0$ along $x$, with its elastic strain along $y$ held at zero. With $\sigma_{zz}=0$, Hooke's law for $y$ gives $\sigma_{yy}=\nu\sigma_{xx}$. The $x$ direction then gives

$$e_0=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{(1-\nu^2)\sigma_{xx}}{E},
\qquad
w_0=\tfrac12\sigma_{xx}e_0=\frac{(1-\nu^2)\sigma_{xx}^2}{2E}.$$

The stress along $y$ does no work, since the strain along $y$ is zero. For a ripple along $x$, the boundary condition and $\delta w$ involve the flat stress through $\sigma_{xx}$ alone. The earlier expression for $\delta w$ therefore holds with $\sigma_0$ replaced by $\sigma_{xx}$, and the new $w_0$ turns it into

$$\delta w=-4w_0ka\cos kx,\qquad
k_c=\frac{4w_0}{\gamma},\qquad
\lambda_c=\frac{\pi\gamma}{2w_0}.$$

The released energy is now $w_0ka^2$; the finite-element coefficient is 0.9996.

A program that accepts $w_0$ as input must therefore also know the loading. At equal $e_0$, the biaxial $k_c$ is larger than the one-axis $k_c$ by the factor

$$\frac{2(1+\nu)/(1-\nu)}{2/(1-\nu^2)}=(1+\nu)^2 .$$

For biaxial stress all ripple directions in the plane are equivalent, and $k$ may be read as the magnitude of a two-dimensional wavevector. The one-axis formula above applies to ripples along the strained direction.

The rest of the text returns to the biaxial film.

### Surface diffusion

Let $n$ be the number of mobile atoms per area and $D$ their diffusivity. A gradient of $\mu$ exerts a force $-\partial\mu/\partial x$ on each atom. The mobility that belongs to diffusion at temperature $T$ is $D/k_BT$, with $k_B$ Boltzmann's constant. The flux, in atoms per unit length and time, is

$$J=-\frac{Dn}{k_BT}\,\frac{\partial\mu}{\partial x}.$$

Distance along the surface has been replaced by distance along $x$, which costs a relative error of order $h'^2$. Changes of $D$ and $n$ along the ripple are also dropped: they would multiply a gradient that is already of first order.

Atoms are conserved. Where more leave than arrive, the surface sinks:

$$\frac{\partial h}{\partial t}=-\Omega\frac{\partial J}{\partial x}
=\frac{Dn\Omega}{k_BT}\,\frac{\partial^2\mu}{\partial x^2}.$$

Inserting $\delta\mu$, the two derivatives give $-k^2$. The amplitude obeys $da/dt=s\,a$ with

$$s(k)=M\gamma k^3(k_c-k),\qquad
M=\frac{Dn\Omega^2}{k_BT}.$$

The unit of $M$ is m⁶/(J s). A positive $s$ means exponential growth.

For $k\ll k_c$, $s\approx M\gamma k_ck^3$. Long ripples are unstable but slow: the difference in chemical potential is small and acts over a long distance. For $k\gg k_c$, $s\approx-M\gamma k^4$, the decay of a ripple by surface energy alone.

### The fastest mode

Differentiate the growth rate:

$$\frac{ds}{dk}=M\gamma\left(3k_ck^2-4k^3\right)=M\gamma k^2(3k_c-4k).$$

For $k>0$ this vanishes at $k_f=\tfrac34k_c$. The derivative changes from positive to negative there, so the point is a maximum. Hence

$$\lambda_f=\tfrac43\lambda_c=\frac{4\pi}{3(1+\nu)}\,\frac{\gamma}{w_0},$$

$$s_{\max}=M\gamma\left(\tfrac34k_c\right)^3\tfrac14k_c
=\tfrac{27}{256}M\gamma k_c^4 .$$

Substituting $k_c$ gives

$$s_{\max}=\frac{27}{16}(1+\nu)^4\,\frac{Mw_0^4}{\gamma^3}.$$

Because $w_0\propto e_0^2$, the wavelength varies as $e_0^{-2}$ and the rate as $e_0^8$ at fixed $M$ and $\gamma$. A relative error of 1% in the strain changes the rate by about 8%. In alloy films the strain is usually changed through the composition, which also changes $M$, $\gamma$ and the moduli, so measured wavelengths and rates need not follow these powers.

The ratio $4/3$ belongs to surface diffusion. Suppose instead that atoms are exchanged with a vapour in equilibrium with the flat film, at a rate proportional to the difference in chemical potential. Then $\partial h/\partial t=-K\delta\mu$ with a constant $K>0$, and

$$s(k)=K\Omega\gamma k(k_c-k).$$

Its derivative is proportional to $k_c-2k$, so the fastest wavelength is $2\lambda_c$. Maximizing the growth rates built from finite-element energies gives ratios of 1.3333 for diffusion and 1.9999 for vapour exchange.

### How sharply the wavelength is selected

The fastest mode does not suppress its neighbours in the linear regime; it outgrows them. The second derivative of $s$ is $M\gamma(6k_ck-12k^2)$, which equals $-\tfrac94M\gamma k_c^2$ at $k_f$. Near the peak,

$$s\approx s_{\max}-\tfrac98M\gamma k_c^2(k-k_f)^2 .$$

If neighbouring modes start with equal amplitudes, then after time $t$ the amplitudes near the peak follow a Gaussian in $k$. Its standard deviation $\Delta$ follows from

$$\frac{1}{2\Delta^2}=\tfrac98M\gamma k_c^2t .$$

Let $N=s_{\max}t$ be the number of e-foldings of the fastest mode. Then $M\gamma k_c^4t=256N/27$, and

$$\frac{\Delta}{k_c}=\frac23\sqrt{\frac{27}{256N}}=\frac{\sqrt3}{8\sqrt N},
\qquad
\frac{\Delta}{k_f}=\frac{1}{2\sqrt{3N}} .$$

After tenfold growth, $N=\ln10\approx2.3$ and the Gaussian that describes the peak has a width $\Delta$ of about 19% of $k_f$. Very long ripples, for which $s\approx0$, still have about a tenth of the peak amplitude at that time, far more than the Gaussian gives them. This long-wave tail makes the spectrum as a whole broader than the Gaussian, although on the short-wave side the true amplitudes fall off faster. A simulation started from noise should therefore show a band of wavelengths around $\lambda_f$.

### Rates for the model film

The film of Part I has $k_c=0.1333$ nm⁻¹ and $\lambda_c=47.1$ nm. Its fastest ripple has $k_f=0.100$ nm⁻¹ and

$$\lambda_f=\tfrac43\times47.12\ \text{nm}=62.8\ \text{nm}.$$

For the kinetics take $D=10^{-14}$ m²/s, $n=10^{19}$ m⁻², $\Omega=2\times10^{-29}$ m³ and $T=900$ K. These are round model values. They give

$$M=\frac{10^{-14}\times10^{19}\times(2\times10^{-29})^2}{k_B\times900}
=3.22\times10^{-33}\ \text{m}^6/(\text{J s}).$$

With $k_c=1.333\times10^8$ m⁻¹,

$$s_{\max}=\tfrac{27}{256}\times3.22\times10^{-33}\times1\times(1.333\times10^8)^4
=0.107\ \text{s}^{-1}.$$

The e-folding time is 9.3 s, and tenfold growth takes $\ln10/s_{\max}=21$ s. At $a=0.5$ nm the fastest ripple has $2k_fa=0.1$, so $\sigma_{xx}$ is 2.40 GPa at the crests and 2.93 GPa in the troughs. The stress along $y$ changes by only $\nu$ times as much, to 2.60 and 2.73 GPa.

Other wavelengths show the shape of $s(k)$. A 40 nm ripple decays at 0.296 s⁻¹. Ripples of 50, 80, 120 and 200 nm grow at 0.049, 0.085, 0.037 and 0.010 s⁻¹. The finite-element rates are listed in the numerical output below. The largest relative difference among the growing modes, about 0.5%, occurs at 50 nm. This wavelength is close to $\lambda_c$, where $s$ is a small difference of two large terms: an error $\delta k_c$ changes $s$ by the relative amount $\delta k_c/(k_c-k)$, which here is 17 times the relative error of $k_c$.

Halving the strain to 0.01 raises $\lambda_c$ to 188 nm; doubling it to 0.04 lowers $\lambda_c$ to 11.8 nm.

### Numerical implementation

In nanometres and gigapascals, $1\ \text{GPa nm}=1\ \text{J/m}^2$, so $\gamma$ keeps its numerical value. For a periodic surface, the linear evolution is best done mode by mode:

$$h_{\mathbf k}(t)=h_{\mathbf k}(0)\,e^{s(|\mathbf k|)t}.$$

The elastic term contains $|\mathbf k|$ to an odd power. In real space it is nonlocal and cannot be replaced by a finite number of derivatives of $h$.

An explicit Euler step multiplies a decaying mode by $1+s\,\Delta t$ and is stable for $\Delta t\le2/|s|$. On a one-dimensional grid of spacing 2 nm the shortest wave has $k=\pi/2$ nm⁻¹, or $11.8\,k_c$. Since $M\gamma k_c^4=\tfrac{256}{27}s_{\max}=1.02$ s⁻¹, its decay rate is about $1.02\times11.8^3\times10.8\approx1.8\times10^4$ s⁻¹. The step must then stay below about $10^{-4}$ s, although the ripple of interest needs seconds to grow. The exponential update avoids this limit.

### Where the result fails

**Amplitude.** The theory is linear in $ka$. At $ka=0.3$ it predicts an elastic energy slope of $-(1+\nu)w_0ka=-0.0200$ GPa, while the finite-element value is $-0.01765$ GPa. The linear value is too large in magnitude by 13% of the finite-element one. Once troughs reach the substrate, the model no longer applies.

**Wetting.** If the film energy per area contains a thickness-dependent part $W(h)$, its contribution to $\delta\mu/\Omega$ is $W''(h_0)a\cos kx$. The bracket becomes $\gamma k(k-k_c)+W''(h_0)$. Its minimum, at $k=k_c/2$, is $W''(h_0)-\gamma k_c^2/4$. The flat film is therefore stable when $W''(h_0)>\gamma k_c^2/4$, and the instability acquires a threshold.

**Anisotropy.** For a smooth $\gamma(\theta)$, with $\theta\approx h'$ the surface tilt, expansion of $\gamma(\theta)\sqrt{1+h'^2}$ gives the quadratic term $\tfrac12(\gamma+\gamma'')h'^2$, where $\gamma''$ is the second derivative with respect to $\theta$ at $\theta=0$. The term linear in $h'$ integrates to zero over a period. One then replaces $\gamma$ by $\gamma+\gamma''$, provided this is positive. On a facet $\gamma(\theta)$ has a cusp, the expansion does not exist, and the linear theory does not apply.

**Unequal moduli.** The ripple field is then altered at the interface. It decays on the way down, and so does the correction on the way back, so the formulas remain good for $k h_0\gg1$. The model film, with $h_0=5$ nm and $k_fh_0=0.5$, is not in that regime and relies on equal moduli. In the regime $kh_0\gg1$ the moduli to use are those of the film. At $kh_0=0.5$ and $\nu=0.25$ in both layers, the elastic term falls by about 6% for a substrate 1.3 times stiffer than the film and by about 16% for one twice as stiff; a softer substrate raises it. On a rigid substrate a threshold appears: the film is stable at all wavelengths when $k_ch_0<1-\nu$, which includes the 5 nm model film.

**Other processes.** Dislocations lower $e_0$ and with it the driving force. For a lattice like that of silicon, the equilibrium thickness above which misfit dislocations are favoured is of order several nanometres at $e_0=0.02$ and smaller still at $e_0=0.04$. A real film of 5 nm is therefore near that limit at the lower strain and beyond it at the higher one, and the results apply only while it stays coherent. Surface stress, alloying and continuing deposition add terms that are absent from the chemical potential or the transport law used here.

## Numbers as computed

```
Young modulus E = 100 GPa, Poisson ratio = 0.25
elastic strain e0 = 0.02, surface energy = 1.0 J/m^2
film thickness h0 = 5.0 nm, temperature = 900 K
diffusivity D = 1.0e-14 m^2/s
mobile atom density n = 1.0e+19 1/m^2
atomic volume = 2.0e-29 m^3
film stress sigma0 = 2.6667 GPa
energy density w0 = 5.3333e+07 J/m^3
w0 from finite elements = 5.3333e+07 J/m^3
gamma/w0 = 18.750 nm
critical wavenumber k_c = 0.13333 1/nm
critical wavelength = 47.12 nm
  same, finite elements = 47.14 nm
fastest wavenumber = 0.10000 1/nm
fastest wavelength, diffusion = 62.83 nm
  same, finite elements = 62.85 nm
ratio fastest/critical, FE = 1.3333
ratio for vapour exchange, FE = 1.9999
mobility M = 3.2191e-33 m^6/(J s)
largest growth rate = 0.10730 1/s
  same, finite elements = 0.10716 1/s
e-folding time = 9.32 s
tenfold growth time = 21.46 s
FE test ripple: k = 0.1 1/nm, a = 0.2 nm
release/(w0 k a^2), h0 = 3 nm, FE = 0.6247
release/(w0 k a^2), h0 = 20 nm, FE = 0.6248
  biaxial formula (1+nu)/2 = 0.6250
release/(w0 k a^2), one-axis strain, FE = 0.9996
surface stress change/(sigma0 k a), FE = -2.0005
surface w change/(w0 k a), FE = -2.4985
  formula -2(1+nu) = -2.5000
shape test: a = 3.0 nm, h0 = 20 nm, k = 0.1 1/nm
  energy slope dU/da, FE = -0.01765 GPa
  surface average of w cos(kx), FE = -0.01765 GPa
crest stress at a = 0.5 nm, fastest mode = 2.4000 GPa
trough stress, same ripple = 2.9333 GPa
growth rates in 1/s: wavelength, formula, finite elements
  40 nm: -0.29627, -0.29670
  50 nm: 0.04899, 0.04875
  80 nm: 0.08545, 0.08538
  120 nm: 0.03742, 0.03739
  200 nm: 0.01017, 0.01017
critical wavelength at strain 0.01 = 188.50 nm
critical wavelength at strain 0.04 = 11.78 nm
```
